# BCS coherence factors in ultrasonic attenuation and nuclear spin relaxation: verification in Python

```python
"""BCS coherence factors: sound attenuation (case I) and nuclear relaxation (case II).

Result under test, as ratios to the normal state at the same temperature:
  case I  (eta=+1): ratio -> 2 f(gap) when the absorbed quantum omega -> 0
  case II (eta=-1): ratio exceeds 1 below Tc and grows as log(1/omega)
Symbols: xi = band energy from the Fermi level, E = sqrt(xi^2 + gap^2),
u, v = Bogoliubov amplitudes, f = Fermi function, g = -df/dE,
omega = absorbed quantum, spread = relative half-width of a uniform gap
distribution. Energies and temperatures are in units of k_B Tc.
"""
from functools import reduce
import math
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

NODES, WEIGHTS = np.polynomial.legendre.leggauss(20)


def integrate_panels(func, edges):
    """Gauss-Legendre quadrature on consecutive panels."""
    edges = np.asarray(edges, dtype=float)
    half = 0.5 * np.diff(edges)[:, None]
    middle = 0.5 * (edges[1:] + edges[:-1])[:, None]
    return float(np.sum(half * WEIGHTS * func(middle + half * NODES)))


def fermi(energy, temp):
    return expit(-energy / temp)


def thermal_weight(energy, temp):
    """g = -df/dE."""
    return 1.0 / (4 * temp * np.cosh(energy / (2 * temp)) ** 2)


def solve_gap(temp):
    """Weak-coupling gap from the Matsubara sum, with its analytic tail."""
    count = 5000
    freq = np.pi * temp * (2 * np.arange(count) + 1)

    def mismatch(gap):
        total = 2 * np.pi * temp * np.sum(1 / freq - 1 / np.hypot(freq, gap))
        tail = gap**2 / (4 * (2 * np.pi * temp * count) ** 2)
        return total + tail + np.log(temp)

    return brentq(mismatch, 1e-9, 2.5, xtol=1e-13)


def energy_ratio(gap, temp, omega, eta):
    """Derived energy integral with E = gap + omega sinh(y)^2, omega < 2 gap."""
    assert omega < 2 * gap

    def integrand(y):
        e1 = gap + omega * np.sinh(y) ** 2
        e2 = e1 + omega
        occupation = np.sinh(omega / (2 * temp)) / (
            np.cosh((e1 + omega / 2) / temp) + np.cosh(omega / (2 * temp)))
        smooth = (e1 * e2 - eta * gap**2) / np.sqrt((e1 + gap) * (e2 + gap))
        return 4 * smooth * occupation / omega

    y_max = np.arcsinh(np.sqrt(45 * temp / omega))
    return integrate_panels(integrand, np.linspace(0, y_max, 41))


def golden_rule_ratio(gap, temp, omega, eta, window):
    """Sum over xi and both final branches, keeping |xi' - xi| < window."""
    def amplitudes(xi, energy):
        return (np.sqrt(0.5 * (1 + xi / energy)),
                np.sqrt(0.5 * (1 - xi / energy)))

    def integrand(size):
        total = np.zeros_like(size)
        e1 = np.hypot(size, gap)
        e2 = e1 + omega
        root = np.sqrt(e2**2 - gap**2)
        change = (fermi(e1, temp) - fermi(e2, temp)) / omega
        for xi1 in (size, -size):
            u1, v1 = amplitudes(xi1, e1)
            for xi2 in (root, -root):
                u2, v2 = amplitudes(xi2, e2)
                allowed = np.abs(xi2 - xi1) < window
                total += allowed * (u1 * u2 - eta * v1 * v2) ** 2 * e2 / root
        return total * change

    edges = np.concatenate(([0.0], np.geomspace(1e-5, 45 * temp + gap, 90)))
    return integrate_panels(integrand, edges)


def low_frequency_terms(gap, temp, omega):
    """The three terms of the small-omega form of the case II ratio."""
    def slope_times_log(x):
        z = (gap + x) / (2 * temp)
        slope = -math.tanh(z) / (4 * temp**2 * math.cosh(z) ** 2)
        return slope * math.log(x / (x + 2 * gap))

    integral = (quad(slope_times_log, 0, temp)[0]
                + quad(slope_times_log, temp, 45 * temp)[0])
    log_term = 2 * gap * thermal_weight(gap, temp) * np.log(8 * gap / omega)
    return 2 * fermi(gap, temp), log_term, -2 * gap * integral


def averaged_densities(energy, gap, spread):
    """Normal and anomalous densities averaged over gaps below energy."""
    low, high = gap * (1 - spread), gap * (1 + spread)
    top = min(high, energy)
    width = high - low
    normal = energy * (math.asin(top / energy) - math.asin(low / energy)) / width
    anomalous = (math.sqrt(max(energy**2 - low**2, 0))
                 - math.sqrt(max(energy**2 - top**2, 0))) / width
    return normal, anomalous


def spread_ratio(gap, temp, spread):
    """Case II ratio at omega = 0 for a uniform distribution of gaps."""
    def integrand(energy):
        normal, anomalous = averaged_densities(energy, gap, spread)
        weight = 1 / (4 * temp * math.cosh(energy / (2 * temp)) ** 2)
        return 2 * weight * (normal**2 + anomalous**2)

    low, high = gap * (1 - spread), gap * (1 + spread)
    edges = [low, high] + list(high + np.geomspace(spread * gap, 45 * temp, 8))
    return sum(quad(integrand, a, b, limit=200)[0]
               for a, b in zip(edges[:-1], edges[1:]))


# Coherence factors from exact diagonalization of two coupled pairs of modes.
lower, parity, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
up_p, dn_p, up_k, dn_k = [
    reduce(np.kron, [parity] * i + [lower] + [one] * (3 - i)) for i in range(4)]
probes = [(up_p.T @ up_k + dn_k.T @ dn_p, 1),     # density, even
          (up_p.T @ up_k - dn_k.T @ dn_p, -1),    # spin along z, odd
          (up_p.T @ dn_k + up_k.T @ dn_p, -1)]    # spin flip, odd
for xi_k, xi_p, gap_k, gap_p in [(0.3, -0.7, 1.0, 1.0), (0.9, 0.4, 1.0, 0.8),
                                 (-0.5, 1.3, 0.6, 1.1)]:
    pairing = gap_p * up_p.T @ dn_p.T + gap_k * up_k.T @ dn_k.T
    hamiltonian = (xi_p * (up_p.T @ up_p + dn_p.T @ dn_p)
                   + xi_k * (up_k.T @ up_k + dn_k.T @ dn_k)
                   - pairing - pairing.T)
    levels, states = np.linalg.eigh(hamiltonian)
    levels = levels - levels[0]
    e_k, e_p = np.hypot(xi_k, gap_k), np.hypot(xi_p, gap_p)

    def strength(operator, start, end):
        initial = states[:, np.abs(levels - start) < 1e-9]
        final = states[:, np.abs(levels - end) < 1e-9]
        return np.sum((final.T @ operator @ initial) ** 2)

    for operator, eta in probes:
        mix = (xi_k * xi_p - eta * gap_k * gap_p) / (e_k * e_p)
        assert abs(strength(operator, e_k, e_p) - 0.5 * (1 + mix)) < 1e-10
        assert abs(strength(operator, 0.0, e_k + e_p) - 0.5 * (1 - mix)) < 1e-10

# Energy integral against the momentum-space golden rule at a sizeable omega.
for eta in (1, -1):
    direct = golden_rule_ratio(1.0, 0.6, 0.3, eta, np.inf)
    assert abs(energy_ratio(1.0, 0.6, 0.3, eta) / direct - 1) < 1e-6

# Gap against the momentum-space gap equation; the finite cutoff costs about 1e-6.
cut_edges = np.concatenate(([0.0], np.geomspace(1e-3, 1e3, 70)))
at_tc = integrate_panels(lambda x: np.tanh(x / 2) / x, cut_edges)
for temp in (0.3, 0.7, 0.95):
    gap = solve_gap(temp)
    below_tc = integrate_panels(
        lambda x: np.tanh(np.hypot(x, gap) / (2 * temp)) / np.hypot(x, gap),
        cut_edges)
    assert abs(below_tc - at_tc) < 1e-5
gap_zero = solve_gap(0.05)
assert abs(gap_zero - np.pi * np.exp(-np.euler_gamma)) < 1e-6

# Small-omega form of case II, and the opposite initial trends just below Tc.
assert abs(sum(low_frequency_terms(1.2, 0.8, 1e-5))
           / energy_ratio(1.2, 0.8, 1e-5, -1) - 1) < 1e-4
small_gap, small_omega = 0.02, 1e-5
rise = energy_ratio(small_gap, 1.0, small_omega, -1) - 1
rise_formula = small_gap / 2 * (np.log(8 * small_gap / small_omega) - 1)
assert abs(rise / rise_formula - 1) < 0.01   # next order in gap/T is 0.4 percent
drop = energy_ratio(small_gap, 1.0, small_omega, 1) - 1
assert abs(drop / (-small_gap / 2) - 1) < 0.01

# Gap-spread formula against a binned sum over states with amplitudes u and v.
test_gap, test_temp, test_spread = 1.2, 0.8, 0.1
xi_step, gap_count, bin_width = 0.002, 200, 0.01
xi_grid = (np.arange(-6000, 6000) + 0.5) * xi_step
gap_grid = test_gap * (1 + test_spread * (2 * (np.arange(gap_count) + 0.5)
                                          / gap_count - 1))
energies = np.hypot(xi_grid[:, None], gap_grid[None, :])
u_squared = 0.5 * (1 + xi_grid[:, None] / energies)
uv_product = gap_grid[None, :] / (2 * energies)
bins = (energies / bin_width).astype(int).ravel()
scale = xi_step / (gap_count * bin_width)
sum_uu = scale * np.bincount(bins, weights=u_squared.ravel())
sum_vv = scale * np.bincount(bins, weights=(1 - u_squared).ravel())
sum_uv = scale * np.bincount(bins, weights=uv_product.ravel())
centres = (np.arange(sum_uu.size) + 0.5) * bin_width
binned = np.sum(bin_width * thermal_weight(centres, test_temp)
                * (sum_uu**2 + sum_vv**2 + 2 * sum_uv**2))
# One percent allows for the finite bin width and the discrete states.
assert abs(binned / spread_ratio(test_gap, test_temp, test_spread) - 1) < 0.01
log_growth = (spread_ratio(test_gap, test_temp, 2e-4)
              - spread_ratio(test_gap, test_temp, 8e-4))
log_formula = 2 * test_gap * thermal_weight(test_gap, test_temp) * np.log(4)
assert abs(log_growth / log_formula - 1) < 0.01

# Worked example with round model parameters.
tc_kelvin = 5.0
sound_hz, nuclear_hz, slow_nuclear_hz = 100e6, 10e6, 1e6
sound_speed, fermi_speed = 5.0e3, 1.5e6
gap_spread = 0.1
unit_joule = constants.k * tc_kelvin
sound_quantum = constants.h * sound_hz / unit_joule
nuclear_quantum = constants.h * nuclear_hz / unit_joule
slow_quantum = constants.h * slow_nuclear_hz / unit_joule
momentum_window = sound_quantum * fermi_speed / sound_speed
milli_ev = unit_joule / constants.e * 1e3

print(f"Tc = {tc_kelvin:.1f} K; k_B Tc = {milli_ev:.4f} meV")
print(f"zero-temperature gap = {gap_zero:.4f} k_B Tc = {gap_zero*milli_ev:.4f} meV")
print(f"sound frequency = {sound_hz/1e6:.0f} MHz; quantum = {sound_quantum:.3e} k_B Tc")
print(f"sound speed = {sound_speed/1e3:.0f} km/s; Fermi speed = {fermi_speed/1e3:.0f} km/s")
print(f"hbar v_F q of the sound wave = {momentum_window:.4f} k_B Tc")
print(f"nuclear frequency = {nuclear_hz/1e6:.0f} MHz; quantum = {nuclear_quantum:.3e} k_B Tc")
print(f"relative half-width of gap spread = {gap_spread:.2f}")
print("Table: gap in k_B Tc, all ratios dimensionless")
print("columns: T/Tc | gap | 2f(gap) | sound, momentum conserved |"
      " relaxation, sharp gap | relaxation, spread gap")
for temp in (0.99, 0.95, 0.90, 0.80, 0.70, 0.50, 0.30, 0.20):
    gap = solve_gap(temp)
    limit = 2 * fermi(gap, temp)
    sound = golden_rule_ratio(gap, temp, sound_quantum, 1, momentum_window)
    # Finite sound frequency leaves only small corrections to the limit.
    assert abs(sound / limit - 1) < 5e-4
    assert abs(energy_ratio(gap, temp, sound_quantum, 1) / limit - 1) < 5e-4
    sharp = energy_ratio(gap, temp, nuclear_quantum, -1)
    smeared = spread_ratio(gap, temp, gap_spread)
    print(f"{temp:.2f} | {gap:.4f} | {limit:.6f} | {sound:.6f} |"
          f" {sharp:.5f} | {smeared:.5f}")

temp = 0.9
gap = solve_gap(temp)
terms = low_frequency_terms(gap, temp, nuclear_quantum)
full = energy_ratio(gap, temp, nuclear_quantum, -1)
assert abs(sum(terms) / full - 1) < 1e-3
print("Relaxation ratio at T/Tc = 0.90, sharp gap, 10 MHz (dimensionless):")
print(f"  term 2f(gap) = {terms[0]:.4f}")
print(f"  logarithmic term = {terms[1]:.4f}")
print(f"  remaining integral term = {terms[2]:.4f}")
print(f"  sum of terms = {sum(terms):.4f}; full quadrature = {full:.4f}")
print(f"  density of states alone, no coherence term = "
      f"{energy_ratio(gap, temp, nuclear_quantum, 0):.4f}")

curves = [
    ("sharp gap, 10 MHz", lambda t: energy_ratio(solve_gap(t), t, nuclear_quantum, -1)),
    ("sharp gap, 1 MHz", lambda t: energy_ratio(solve_gap(t), t, slow_quantum, -1)),
    ("spread gap, zero frequency", lambda t: spread_ratio(solve_gap(t), t, gap_spread))]
for name, curve in curves:
    found = minimize_scalar(lambda t: -curve(t), bounds=(0.6, 0.995), method="bounded")
    peak_temp, peak = found.x, -found.fun
    assert 0.65 < peak_temp < 0.99 and peak > 1
    assert peak > curve(peak_temp - 0.03) and peak > curve(peak_temp + 0.005)
    crossing = brentq(lambda t: curve(t) - 1, 0.15, peak_temp, xtol=1e-6)
    print(f"Peak, {name}:")
    print(f"  ratio to normal state = {peak:.3f} (dimensionless)")
    print(f"  at T/Tc = {peak_temp:.3f}, T = {peak_temp*tc_kelvin:.2f} K")
    print(f"  rate there / normal rate at Tc = {peak*peak_temp:.3f} (dimensionless)")
    print(f"  ratio back to 1 at T/Tc = {crossing:.3f}")

print("checks complete")
```

Printed output:

```
Tc = 5.0 K; k_B Tc = 0.4309 meV
zero-temperature gap = 1.7639 k_B Tc = 0.7600 meV
sound frequency = 100 MHz; quantum = 9.598e-04 k_B Tc
sound speed = 5 km/s; Fermi speed = 1500 km/s
hbar v_F q of the sound wave = 0.2880 k_B Tc
nuclear frequency = 10 MHz; quantum = 9.598e-05 k_B Tc
relative half-width of gap spread = 0.10
Table: gap in k_B Tc, all ratios dimensionless
columns: T/Tc | gap | 2f(gap) | sound, momentum conserved | relaxation, sharp gap | relaxation, spread gap
0.99 | 0.3051 | 0.847132 | 0.847130 | 2.30116 | 1.55525
0.95 | 0.6708 | 0.660905 | 0.660903 | 3.76872 | 1.97278
0.90 | 0.9284 | 0.525564 | 0.525562 | 4.49720 | 2.06950
0.80 | 1.2542 | 0.345077 | 0.345075 | 4.73515 | 1.88143
0.70 | 1.4619 | 0.220467 | 0.220465 | 4.17236 | 1.49955
0.50 | 1.6878 | 0.066130 | 0.066129 | 2.06902 | 0.63421
0.30 | 1.7588 | 0.005671 | 0.005671 | 0.29680 | 0.07714
0.20 | 1.7637 | 0.000296 | 0.000296 | 0.02221 | 0.00517
Relaxation ratio at T/Tc = 0.90, sharp gap, 10 MHz (dimensionless):
  term 2f(gap) = 0.5256
  logarithmic term = 4.4990
  remaining integral term = -0.5274
  sum of terms = 4.4972; full quadrature = 4.4972
  density of states alone, no coherence term = 2.5114
Peak, sharp gap, 10 MHz:
  ratio to normal state = 4.775 (dimensionless)
  at T/Tc = 0.830, T = 4.15 K
  rate there / normal rate at Tc = 3.963 (dimensionless)
  ratio back to 1 at T/Tc = 0.398
Peak, sharp gap, 1 MHz:
  ratio to normal state = 5.800 (dimensionless)
  at T/Tc = 0.825, T = 4.13 K
  rate there / normal rate at Tc = 4.788 (dimensionless)
  ratio back to 1 at T/Tc = 0.375
Peak, spread gap, zero frequency:
  ratio to normal state = 2.070 (dimensionless)
  at T/Tc = 0.900, T = 4.50 K
  rate there / normal rate at Tc = 1.862 (dimensionless)
  ratio back to 1 at T/Tc = 0.587
checks complete
```
